# Luttinger's theorem from frequency-shift invariance and the self-energy at the Fermi level: a program that tests the result

```python
"""Luttinger's theorem at zero temperature (energies in eV, hbar = 1).
Result under test: N = sum over states of theta(1/G(0)), if
  I2 = Tr int dw/(2 pi) G(iw) dSigma/d(iw) = 0  and Sigma(i0+) is finite and real.
In general N = I1 + I2, where each state gives 1 - arg(1/G(i0+))/pi to I1.
G: Green function, Sigma: self-energy, Phi: skeleton functional with
dPhi = int dw/(2 pi) Sigma dG, U: Hubbard repulsion, D: half bandwidth,
t: dimer hopping, m: chemical potential measured from U/2 in the dimer.
"""
import numpy as np
from scipy.signal import fftconvolve
from scipy.integrate import quad


def phase_count(inverse_g):
    """Contribution of one state to I1 from 1/G(i0+)."""
    return 1.0 - np.angle(inverse_g) / np.pi


# Positive imaginary frequencies for integrals from zero to infinity
nodes, weights = np.polynomial.legendre.leggauss(300)
unit = 0.5 * (nodes + 1.0)
freq = 2.0 * unit / (1.0 - unit)
freq_weight = 0.5 * weights * 2.0 / (1.0 - unit) ** 2

# ---------- 1. Shift invariance of the second-order skeleton ----------
w = np.linspace(-12.0, 12.0, 481)
dw = w[1] - w[0]


def g_up(x):
    return np.exp(-(x - 0.4) ** 2 / 2) * (1 + 0.7j * x)


def g_down(x):
    return np.exp(-(x + 0.3) ** 2 / 3) * (0.5 * x - 1j)


def bubble(g):
    return np.convolve(g, g[::-1])


def phi_second(gu, gd):
    return -0.5 * np.sum(bubble(gu) * bubble(gd)) * (dw / (2 * np.pi)) ** 3


def sigma_up(gu, gd):
    full = np.convolve(gu, bubble(gd))
    return -full[len(w) - 1:2 * len(w) - 1] * (dw / (2 * np.pi)) ** 2


up, down = g_up(w), g_down(w)
phi_0 = phi_second(up, down)
phi_shifted = phi_second(g_up(w + 0.37), down)
shift_error = abs(phi_shifted - phi_0) / abs(phi_0)
assert shift_error < 1e-9
bump = np.exp(-(w - 1.0) ** 2) * (1 + 0.5j)
lam = 1e-3
numeric = (phi_second(up + lam * bump, down)
           - phi_second(up - lam * bump, down)) / (2 * lam)
direct = np.sum(sigma_up(up, down) * bump) * dw / (2 * np.pi)
assert abs(numeric - direct) < 1e-8 * abs(direct)
slope = (g_up(w + 1e-4) - g_up(w - 1e-4)) / 2e-4
terms = sigma_up(up, down) * slope
shift_integral = abs(np.sum(terms)) / np.sum(abs(terms))
terms = sigma_up(bump, down) * slope
frozen_integral = abs(np.sum(terms)) / np.sum(abs(terms))
assert shift_integral < 1e-6 and frozen_integral > 1e-3
print("Phi2 relative change, shift of up lines: %.1e" % shift_error)
print("|int Sigma dG|/int|Sigma dG|, full lines: %.1e" % shift_integral)
print("  same ratio, one line frozen: %.4f" % frozen_integral)

# ---------- 2. Correlated metal with a local self-energy ----------
D, U, mu_tilde = 2.0, 3.0, -0.6   # mu_tilde = mu - U n/2 (Hartree removed)


def band_g(z):
    return 2.0 / (z + np.sqrt(z - D) * np.sqrt(z + D))


def band_filling(x):
    y = x / D
    return 0.5 + (y * np.sqrt(1 - y * y) + np.arcsin(y)) / np.pi


def half_line_convolution(f, g, h):
    full = fftconvolve(f, g)[:len(f)]
    return h * (full - 0.5 * (f[0] * g + f * g[0]))


def solve_metal(h, self_consistent):
    """Zero-temperature spectra on a real-frequency grid."""
    half = int(round(16.0 / h))
    x = h * np.arange(-half, half + 1)
    size = len(x)
    offset = np.arange(-(size - 1), size)
    kernel = np.zeros(len(offset))
    odd = offset % 2 == 1
    kernel[odd] = 2.0 / offset[odd]

    def self_energy(a):
        part, hole = a[half:], a[half::-1]
        pp = half_line_convolution(part, part, h)
        hh = half_line_convolution(hole, hole, h)
        plus = U ** 2 * half_line_convolution(pp, hole, h)
        minus = U ** 2 * half_line_convolution(hh, part, h)
        s = np.concatenate((minus[:0:-1], plus))
        s[half] = 0.0   # zero phase space at zero energy
        return np.maximum(s, 0.0)

    def real_part(s):
        return fftconvolve(s, kernel)[size - 1:2 * size - 1]

    def spectrum(s):
        z = x + mu_tilde - real_part(s) + 1j * np.pi * s
        return -band_g(z).imag / np.pi

    s = self_energy(spectrum(np.zeros(size)))
    if self_consistent:
        for _ in range(400):
            new = self_energy(spectrum(s))
            change = np.max(abs(new - s))
            s = 0.4 * s + 0.6 * new
            if change < 1e-11:
                break
        assert change < 1e-9
    a = spectrum(s)
    re = real_part(s)
    occupied = h * (np.sum(a[:half + 1]) - 0.5 * (a[0] + a[half]))
    z_im = 1j * freq[:, None]
    sig = np.array([h * np.sum(s / (z - x)) for z in z_im[:, 0]])
    dsig = np.array([-h * np.sum(s / (z - x) ** 2) for z in z_im[:, 0]])
    g = band_g(1j * freq + mu_tilde - sig)
    i2 = np.sum(freq_weight * (g * dsig).real) / np.pi
    z_factor = 1.0 / (1.0 - (re[half + 4] - re[half - 4]) / (8 * h))
    return dict(n=occupied, sigma0=re[half], i2=i2, z=z_factor,
                norm=h * np.sum(a), count=band_filling(mu_tilde - re[half]))


coarse = solve_metal(0.008, True)
metal = solve_metal(0.004, True)
one_shot = solve_metal(0.004, False)
for case in (coarse, metal, one_shot):
    assert abs(case["norm"] - 1) < 1e-3
    # grid error of the spectra limits this comparison
    assert abs(case["n"] - case["count"] - case["i2"]) < 2e-4
error_metal = metal["n"] - metal["count"]
error_shot = one_shot["n"] - one_shot["count"]
assert abs(error_metal) < 1e-4 and abs(metal["i2"]) < 1e-4
assert abs(error_shot) > 10 * abs(error_metal)
assert abs(error_shot) > 5e-4
print("Metal: D = %.1f eV, U = %.1f eV, mu - U n/2 = %.2f eV"
      % (D, U, mu_tilde))
for name, case in (("self-consistent", metal), ("bare lines", one_shot)):
    print(name + ":")
    print("  electrons per site, spectrum: %.5f" % (2 * case["n"]))
    print("  electrons per site, Fermi count: %.5f" % (2 * case["count"]))
    print("  difference (both spins): %.1e" % (2 * (case["n"] - case["count"])))
    print("  I2 (both spins): %.1e" % (2 * case["i2"]))
    print("  Sigma(0) without Hartree: %.4f eV" % case["sigma0"])
    print("  mu - Sigma(0), full: %.4f eV" % (mu_tilde - case["sigma0"]))
    print("  quasiparticle weight: %.3f" % case["z"])
print("full mu, self-consistent: %.4f eV" % (mu_tilde + U * metal["n"]))
print("difference on doubled grid step (both spins): %.1e"
      % (2 * (coarse["n"] - coarse["count"])))

# ---------- 3. Finite scattering rate at the Fermi level ----------
level, gamma = 0.3, 0.1
lorentz = quad(lambda e: gamma / np.pi / ((e + level) ** 2 + gamma ** 2),
               -np.inf, 0)[0]
assert abs(lorentz - phase_count(level + 1j * gamma)) < 1e-7
print("Level %.1f eV below mu, Gamma = %.1f eV: occupation %.4f"
      % (level, gamma, lorentz))

# ---------- 4. Exactly diagonalized Hubbard dimer ----------
t = 1.0
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
sign, one = np.diag([1.0, -1.0]), np.eye(2)
ops = []
for mode in range(4):
    matrix = np.eye(1)
    for place in range(4):
        factor = sign if place < mode else lower if place == mode else one
        matrix = np.kron(matrix, factor)
    ops.append(matrix)   # site 0 up, site 1 up, site 0 down, site 1 down
number = [c.T @ c for c in ops]
total = sum(number)
orbitals = [(ops[0] + ops[1]) / np.sqrt(2), (ops[0] - ops[1]) / np.sqrt(2)]


def hamiltonian(u):
    hop = ops[0].T @ ops[1] + ops[2].T @ ops[3]
    return (-t * (hop + hop.T)
            + u * (number[0] @ number[2] + number[1] @ number[3]))


def gap_edge(u):
    """Upper gap edge for two electrons, measured from U/2."""
    h, count = hamiltonian(u), np.rint(np.diag(total)).astype(int)
    low = [np.linalg.eigvalsh(h[np.ix_(count == q, count == q)])[0]
           for q in (2, 3)]
    return low[1] - low[0] - u / 2


def dimer(u, m):
    """Electron number, phase count and I2, both spins included."""
    energy, vec = np.linalg.eigh(hamiltonian(u) - (u / 2 + m) * total)
    assert energy[1] - energy[0] > 1e-6   # unique ground state
    ground = vec[:, 0]
    excite = energy - energy[0]
    electrons = ground @ total @ ground
    count = i2 = 0.0
    for c, eps, pole in ((orbitals[0], -t, 3 * t), (orbitals[1], t, -3 * t)):
        add = (vec.T @ (c.T @ ground)) ** 2
        remove = (vec.T @ (c @ ground)) ** 2

        def green(z):
            z = np.atleast_1d(z)[:, None]
            return np.sum(add / (z - excite) + remove / (z + excite), axis=1)

        z = 1j * np.array([0.3, 1.0, 5.0])
        from_ed = z + u / 2 + m - eps - 1 / green(z)
        closed = u / 2 + u ** 2 / 4 / (z + m - pole)
        assert np.max(abs(from_ed - closed)) < 1e-9
        count += 2 * phase_count(1 / green(1e-6j)[0])
        dsigma = -u ** 2 / 4 / (1j * freq + m - pole) ** 2
        product = (green(1j * freq) * dsigma).real
        i2 += 2 * np.sum(freq_weight * product) / np.pi
    return electrons, count, i2


u_strong, u_weak = 12.0, 4.0
u_critical = 4 * np.sqrt(3) * t
assert abs(gap_edge(u_critical) - 3 * t) < 1e-9
assert gap_edge(u_weak) < 3 * t < gap_edge(u_strong)
print("Dimer: t = %.1f eV, U = %.1f eV, Sigma pole at m = %.1f eV"
      % (t, u_strong, 3 * t))
print("U at which the pole enters the gap: %.4f eV" % u_critical)
print("gap edge in m: %.4f eV (U = %.0f eV), %.4f eV (U = %.0f eV)"
      % (gap_edge(u_strong), u_strong, gap_edge(u_weak), u_weak))
for m, expected in ((0.0, 2), (2.0, 2), (3.0, 1), (4.0, 0)):
    electrons, count, i2 = dimer(u_strong, m)
    assert abs(electrons - 2) < 1e-9
    assert abs(count - expected) < 1e-4
    assert abs(electrons - count - i2) < 1e-4
    print("  m = %.1f eV: N = %.3f, count = %.3f, I2 = %.3f"
          % (m, electrons, count, abs(i2) if abs(i2) < 1e-4 else i2))
worst = 0.0
for m in np.linspace(-0.98, 0.98, 9) * gap_edge(u_weak):
    electrons, count, i2 = dimer(u_weak, m)
    assert abs(electrons - 2) < 1e-9
    worst = max(worst, abs(count - electrons), abs(i2))
assert worst < 1e-3
print("U = %.0f eV, 9 values of m in gap: worst count error or I2 %.1e"
      % (u_weak, worst))
print("PASS")
```

It prints:

```
Phi2 relative change, shift of up lines: 0.0e+00
|int Sigma dG|/int|Sigma dG|, full lines: 3.3e-13
  same ratio, one line frozen: 0.1216
Metal: D = 2.0 eV, U = 3.0 eV, mu - U n/2 = -0.60 eV
self-consistent:
  electrons per site, spectrum: 0.72104
  electrons per site, Fermi count: 0.72104
  difference (both spins): 8.6e-08
  I2 (both spins): -7.1e-08
  Sigma(0) without Hartree: -0.1582 eV
  mu - Sigma(0), full: -0.4418 eV
  quasiparticle weight: 0.653
bare lines:
  electrons per site, spectrum: 0.75435
  electrons per site, Fermi count: 0.77426
  difference (both spins): -2.0e-02
  I2 (both spins): -2.0e-02
  Sigma(0) without Hartree: -0.2435 eV
  mu - Sigma(0), full: -0.3565 eV
  quasiparticle weight: 0.620
full mu, self-consistent: 0.4816 eV
difference on doubled grid step (both spins): -6.4e-07
Level 0.3 eV below mu, Gamma = 0.1 eV: occupation 0.8976
Dimer: t = 1.0 eV, U = 12.0 eV, Sigma pole at m = 3.0 eV
U at which the pole enters the gap: 6.9282 eV
gap edge in m: 5.3246 eV (U = 12 eV), 1.8284 eV (U = 4 eV)
  m = 0.0 eV: N = 2.000, count = 2.000, I2 = 0.000
  m = 2.0 eV: N = 2.000, count = 2.000, I2 = 0.000
  m = 3.0 eV: N = 2.000, count = 1.000, I2 = 1.000
  m = 4.0 eV: N = 2.000, count = 0.000, I2 = 2.000
U = 4 eV, 9 values of m in gap: worst count error or I2 1.7e-05
PASS
```
